# Elastic step and first-order transition from strain coupling to an order parameter: test program

```python
# Result under test: for the free energy density
#   F = a(T-T0)Q^2/2 + b Q^4/4 + c Q^6/6 + g e Q^2 + C0 e^2/2
# (Q order parameter, e strain, g coupling, C0 bare elastic constant)
# the stress-free quartic coefficient is bstar = b - 2 g^2/C0, the elastic
# constant drops by 2 g^2/b at a continuous transition, and the transition
# is first order when bstar < 0.
# Internal units: MPa for energy density, stress, b, c, g, C0; kelvin for T.
import numpy as np
from scipy.optimize import minimize_scalar, brentq, root

T0, a, b, c, C0 = 200.0, 0.1, 20.0, 30.0, 1.0e5
g_cont, g_tri, g_first = 600.0, 1000.0, 1200.0


def free_energy(Q, e, T, g):
    return (a*(T - T0)*Q**2/2 + b*Q**4/4 + c*Q**6/6
            + g*e*Q**2 + C0*e**2/2)


def relaxed_q(shift):
    """Q^2 minimising shift*Q^2/2 + b Q^4/4 + c Q^6/6 at fixed strain."""
    r = np.minimum(shift, 0.0)
    return -2*r/(b + np.sqrt(b*b - 4*c*r))


def relaxed_energy(e, T, g):
    q = relaxed_q(a*(T - T0) + 2*g*e)
    return free_energy(np.sqrt(q), e, T, g)


def equilibrium(T, g, stress=0.0):
    """Global minimum over strain of relaxed energy minus stress*strain."""
    def energy(e):
        return relaxed_energy(e, T, g) - stress*e
    grid = np.linspace(-0.02, 0.005, 5001)
    k = int(np.argmin(energy(grid)))
    res = minimize_scalar(energy, bounds=(grid[k-1], grid[k+1]),
                          method="bounded", options={"xatol": 1e-13})
    e = float(res.x)
    return e, float(relaxed_q(a*(T - T0) + 2*g*e)), float(res.fun)


def stiffness_numeric(e, T, g, h=2e-7):
    w = [relaxed_energy(e + s*h, T, g) for s in (-1, 0, 1)]
    return float((w[0] - 2*w[1] + w[2])/h**2)


def close(x, y, rel):
    return abs(x - y) <= rel*abs(y)


def bstar(g):
    return b - 2*g**2/C0


def stiffness_formula(q, g):
    return C0 - 2*g**2/(b + 2*c*q)


# The relaxed energy really is the minimum over Q: brute-force scan
Q_scan = np.linspace(0, 1.5, 150001)
for e_try, T_try in ((-0.002, 190.0), (0.001, 180.0), (-0.001, 205.0)):
    brute = free_energy(Q_scan, e_try, T_try, g_first).min()
    assert abs(brute - relaxed_energy(e_try, T_try, g_first)) < 1e-7

print("T0 = %.1f K, a = %.2f MPa/K, b = %.1f MPa, c = %.1f MPa"
      % (T0, a, b, c))
print("C0 = %.1f GPa" % (C0/1e3))
g_crit = np.sqrt(b*C0/2)
print("critical coupling sqrt(b C0/2) = %.3f GPa" % (g_crit/1e3))

# ---- continuous transition
g = g_cont
T_near = T0 - 0.01
e_n, q_n, _ = equilibrium(T_near, g)
C_near = stiffness_numeric(e_n, T_near, g)
assert close(q_n, a*(T0 - T_near)/bstar(g), 1e-3)
assert close(e_n, -g*q_n/C0, 1e-4)
assert close(C0 - C_near, 2*g**2/b, 1e-3)
assert close(C_near, C0*bstar(g)/b, 1e-3)
e_up, q_up, _ = equilibrium(T0 + 1, g)
assert q_up == 0 and close(stiffness_numeric(e_up, T0 + 1, g), C0, 1e-4)
print("CONTINUOUS CASE g = %.1f GPa" % (g/1e3))
print("b* = %.2f MPa" % bstar(g))
print("step 2g^2/b = %.2f GPa, C just below T0 = %.2f GPa"
      % (2*g**2/b/1e3, C0*bstar(g)/b/1e3))
print("numerical C at T0 - 0.01 K = %.2f GPa" % (C_near/1e3))
for T in (199.0, 190.0, 150.0):
    e_T, q_T, _ = equilibrium(T, g)
    C_T = stiffness_numeric(e_T, T, g)
    assert close(C_T, stiffness_formula(q_T, g), 1e-4)
    assert abs(a*(T - T0) + bstar(g)*q_T + c*q_T**2) < 1e-5
    print("T = %.0f K: Q^2 = %.4f, strain = %.3e, C = %.2f GPa"
          % (T, q_T, e_T, C_T/1e3))

# Stress shift of the transition and the thermodynamic relation
stress = -100.0
lo, hi = 190.0, 230.0
for _ in range(40):
    mid = (lo + hi)/2
    if equilibrium(mid, g, stress)[1] > 1e-7:
        lo = mid
    else:
        hi = mid
slope_num = (lo - T0)/stress
assert close(slope_num, -2*g/(a*C0), 1e-4)
dT = 0.005
G = [equilibrium(T_near + s*dT, g)[2] for s in (-1, 0, 1)]
heat_num = -(G[0] - 2*G[1] + G[2])/dT**2
assert close(heat_num, a**2/(2*bstar(g)), 3e-3)
compliance_step = 1/C_near - 1/C0
assert close(compliance_step, heat_num*slope_num**2, 5e-3)
assert close(compliance_step, 2*g**2/(C0**2*bstar(g)), 2e-3)
print("dT0/dstress = %.4f K/MPa; T0 at stress %.0f MPa = %.2f K"
      % (slope_num, stress, lo))
print("jump of heat capacity/T = %.3e MPa/K^2" % (a**2/(2*bstar(g))))
print("compliance step = %.3e 1/GPa"
      % (2*g**2/(C0**2*bstar(g))*1e3))

# ---- tricritical coupling
g = g_tri
print("TRICRITICAL CASE g = %.1f GPa, b* = %.2f MPa" % (g/1e3, bstar(g)))
for T in (190.0, 199.0, 199.99):
    e_T, q_T, _ = equilibrium(T, g)
    C_T = stiffness_numeric(e_T, T, g)
    q_law = np.sqrt(a*(T0 - T)/c)
    assert close(q_T, q_law, 1e-3)
    assert close(C_T, C0*2*c*q_law/(b + 2*c*q_law), 2e-3)
    print("T = %.2f K: Q^2 = %.4f, C = %.2f GPa" % (T, q_T, C_T/1e3))

# ---- first-order transition
g = g_first
B = abs(bstar(g))


def ordered_minimum(T):
    res = minimize_scalar(lambda e: relaxed_energy(e, T, g),
                          bounds=(-0.01, -0.0012), method="bounded",
                          options={"xatol": 1e-13})
    return float(res.x), float(res.fun)


T_tr = brentq(lambda T: ordered_minimum(T)[1], 201.0, 205.5, xtol=1e-10)
e_tr = ordered_minimum(T_tr)[0]
q_tr = float(relaxed_q(a*(T_tr - T0) + 2*g*e_tr))
C_tr = stiffness_numeric(e_tr, T_tr, g)
assert bstar(g) < 0
assert close(T_tr - T0, 3*B**2/(16*a*c), 1e-5)
assert close(q_tr, 3*B/(4*c), 1e-5)
assert close(C_tr, C0*(B/2)/(b + 1.5*B), 1e-3)
assert equilibrium(T_tr - 0.01, g)[1] > 0.2
assert equilibrium(T_tr + 0.01, g)[1] == 0
latent = T_tr*(ordered_minimum(T_tr + 0.01)[1]
               - ordered_minimum(T_tr - 0.01)[1])/0.02
assert close(latent, T_tr*a*q_tr/2, 1e-4)

e_grid = np.linspace(-0.004, -0.0008, 3201)
lo, hi = 205.0, 210.0
for _ in range(40):
    mid = (lo + hi)/2
    w = relaxed_energy(e_grid, mid, g)
    if np.any((w[1:-1] < w[:-2]) & (w[1:-1] < w[2:])):
        lo = mid
    else:
        hi = mid
T_super = lo
assert abs(T_super - (T0 + B**2/(4*a*c))) < 1e-3

# Disordered state: locally stable just above T0, unstable just below
small = np.linspace(-1e-4, 1e-4, 2001)
above = relaxed_energy(small[np.abs(small) < 2e-6], T0 + 0.1, g)
assert above.min() > -1e-15
assert relaxed_energy(small, T0 - 0.1, g).min() < -1e-8

# Held at zero strain the same crystal orders continuously at T0
q_clamped = []
for T in (T0 - 0.2, T0 - 0.1, T0 + 2.0):
    Q_best = Q_scan[np.argmin(free_energy(Q_scan, 0.0, T, g))]
    q_clamped.append(float(Q_best**2))
assert close(q_clamped[0], 0.2*a/b, 5e-3)
assert close(q_clamped[1], 0.1*a/b, 5e-3)
assert q_clamped[2] == 0 and equilibrium(T0 + 2.0, g)[1] > 0.2

print("FIRST-ORDER CASE g = %.1f GPa" % (g/1e3))
print("b* = %.2f MPa" % bstar(g))
print("transition temperature = %.2f K" % T_tr)
print("jump of Q^2 = %.4f, of Q = %.4f" % (q_tr, np.sqrt(q_tr)))
print("spontaneous strain at transition = %.3e" % e_tr)
print("C just below transition = %.2f GPa" % (C_tr/1e3))
print("continuous formula C0 - 2g^2/b would give %.2f GPa"
      % ((C0 - 2*g**2/b)/1e3))
print("ordered state survives on heating to %.2f K" % T_super)
print("disordered state survives on cooling to %.2f K" % T0)
print("latent heat = %.3f MJ/m^3" % latent)
print("zero-strain crystal: Q^2 = %.2e at T0 - 0.1 K" % q_clamped[1])
print("at T0 + 2 K: Q^2 = %.3f at zero strain, %.3f at zero stress"
      % (q_clamped[2], equilibrium(T0 + 2.0, g)[1]))

# ---- three strains, cubic bare stiffness, uniaxial coupling vector
C_mat = 5.0e4*np.ones((3, 3)) + 1.0e5*np.eye(3)
g_vec = np.array([200.0, 200.0, 800.0])
T = T0 - 0.01


def gradient(x):
    q, e = x[0]*1e-4, x[1:]*1e-6
    first = a*(T - T0) + b*q + c*q*q + 2*g_vec @ e
    return np.concatenate(([first*1e3], C_mat @ e + g_vec*q))


sol = root(gradient, [1.0, 0.0, 0.0, 0.0], tol=1e-13)
assert np.max(np.abs(gradient(sol.x))) < 1e-8
q3, e3 = sol.x[0]*1e-4, sol.x[1:]*1e-6
b3 = b - 2*g_vec @ np.linalg.solve(C_mat, g_vec)
assert close(-(a*(T - T0) + c*q3**2)/q3, b3, 1e-5)


def relaxed_energy3(e):
    s = a*(T - T0) + 2*g_vec @ e
    q = relaxed_q(s)
    return s*q/2 + b*q**2/4 + c*q**3/6 + e @ C_mat @ e/2


h = 1e-7
unit = np.eye(3)*h
hess = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        hess[i, j] = (relaxed_energy3(e3 + unit[i] + unit[j])
                      - relaxed_energy3(e3 + unit[i] - unit[j])
                      - relaxed_energy3(e3 - unit[i] + unit[j])
                      + relaxed_energy3(e3 - unit[i] - unit[j]))/(4*h*h)
step3 = -2*np.outer(g_vec, g_vec)/b
assert np.max(np.abs(hess - C_mat - step3)) < 2e-3*np.max(np.abs(step3))
print("THREE STRAINS: C11 = %.0f GPa, C12 = %.0f GPa"
      % (C_mat[0, 0]/1e3, C_mat[0, 1]/1e3))
print("g1 = g2 = %.1f GPa, g3 = %.1f GPa, b* = %.2f MPa"
      % (g_vec[0]/1e3, g_vec[2]/1e3, b3))
print("steps: C11 %.1f, C12 %.1f, C13 %.1f, C33 %.1f GPa"
      % (step3[0, 0]/1e3, step3[0, 1]/1e3,
         step3[0, 2]/1e3, step3[2, 2]/1e3))
print("tests ok")
```

It prints:

```
T0 = 200.0 K, a = 0.10 MPa/K, b = 20.0 MPa, c = 30.0 MPa
C0 = 100.0 GPa
critical coupling sqrt(b C0/2) = 1.000 GPa
CONTINUOUS CASE g = 0.6 GPa
b* = 12.80 MPa
step 2g^2/b = 36.00 GPa, C just below T0 = 64.00 GPa
numerical C at T0 - 0.01 K = 64.01 GPa
T = 199 K: Q^2 = 0.0077, strain = -4.605e-05, C = 64.81 GPa
T = 190 K: Q^2 = 0.0675, strain = -4.048e-04, C = 70.06 GPa
T = 150 K: Q^2 = 0.2473, strain = -1.484e-03, C = 79.33 GPa
dT0/dstress = -0.1200 K/MPa; T0 at stress -100 MPa = 212.00 K
jump of heat capacity/T = 3.906e-04 MPa/K^2
compliance step = 5.625e-03 1/GPa
TRICRITICAL CASE g = 1.0 GPa, b* = 0.00 MPa
T = 190.00 K: Q^2 = 0.1826, C = 35.39 GPa
T = 199.00 K: Q^2 = 0.0577, C = 14.76 GPa
T = 199.99 K: Q^2 = 0.0058, C = 1.70 GPa
FIRST-ORDER CASE g = 1.2 GPa
b* = -8.80 MPa
transition temperature = 204.84 K
jump of Q^2 = 0.2200, of Q = 0.4690
spontaneous strain at transition = -2.640e-03
C just below transition = 13.25 GPa
continuous formula C0 - 2g^2/b would give -44.00 GPa
ordered state survives on heating to 206.45 K
disordered state survives on cooling to 200.00 K
latent heat = 2.253 MJ/m^3
zero-strain crystal: Q^2 = 5.00e-04 at T0 - 0.1 K
at T0 + 2 K: Q^2 = 0.000 at zero strain, 0.269 at zero stress
THREE STRAINS: C11 = 150 GPa, C12 = 50 GPa
g1 = g2 = 0.2 GPa, g3 = 0.8 GPa, b* = 11.36 MPa
steps: C11 -4.0, C12 -4.0, C13 -16.0, C33 -64.0 GPa
tests ok
```
